# Equilibrium carrier density near an ohmic contact to an undoped insulator, part 2

We seek the equilibrium density $n(x)$ of carriers of one kind, with charge $+e$ (holes) or $-e$ (electrons), $e > 0$, in an undoped insulator. A contact at $x = 0$ holds the density $n_0$. The first half assumed non-degenerate carriers as the only space charge, a mean field and a uniform permittivity $\varepsilon$ (the full one, including $\varepsilon_0$).

The potential energy of a carrier is $U = u\, k_B T$, with $U(0) = 0$ and $n = n_0 e^{-u}$. Further, $s = x / L_D$, $u_s = du/ds$, $w = e^{u/2}$, $L_D^2 = \varepsilon k_B T / (e^2 n_0)$ and $b = \sqrt{2}\, L_D$, so that

$$n_0 b^2 = \frac{2 \varepsilon k_B T}{e^2} . \qquad (1)$$

**Ideal profile.** If the insulator fills $x > 0$ and the field vanishes as $x \to \infty$, the theorem of the first half gives $n = n_0 / (1 + x/b)^2$ and $U = 2 k_B T \ln (1 + x/b)$. The field has magnitude $2 k_B T / [e (x + b)]$, and $n_0 b^2 / (x + b)$ carriers per unit area lie deeper than $x$. The far law, for $x \gg b$, is $n \approx 2 \varepsilon k_B T / (e^2 x^2)$. For a small fractional density change $\eta$ per grid step, the spacing is $h = \eta (x + b) / 2$.

**Restart property.** If the assumptions fail near the contact but hold beyond some plane $x_1$, the density beyond it still has the form $2 \varepsilon k_B T / [e^2 (x + b')^2]$. Whatever happened near the contact enters through the one constant $b'$.

**First integral.** Lemma 3 multiplies Poisson's equation, $d^2 u / ds^2 = -e^{-u}$, by $u_s$ and integrates once, which gives $\tfrac{1}{2} u_s^2 = e^{-u} + C$ with a constant $C$; the ideal profile has $C = 0$. If instead the field vanishes at a finite depth, then $C = -k^2$ with $0 < k < 1$. The density at that depth is $k^2 n_0$, so $k w = 1$ there, and up to it

$$\arcsin (k w) = \frac{k s}{\sqrt{2}} + \arcsin k , \qquad (6)$$

where $s / \sqrt{2} = x / b$. This result is now applied to a layer of finite thickness.

**Proposition 2.** Let the insulator end at $x = L$ in a free surface without charge, with no field outside. Then

$$n(x) = \frac{k^2 n_0}{\cos^2 [ k (L - x) / b ]} , \qquad \text{where } k \text{ solves} \quad \cos \frac{k L}{b} = k , \quad 0 < \frac{kL}{b} < \frac{\pi}{2} . \qquad (7)$$

*Proof.* With no surface charge and no field outside, Gauss's law makes the field vanish at $x = L$. There $k w = 1$, so (6) gives $\pi / 2 = k L / b + \arcsin k$. Subtracting (6) at a general $x$ from this,

$$\frac{\pi}{2} - \arcsin (k w) = \frac{k (L - x)}{b} .$$

Taking the cosine of both sides gives $k w = \cos [k (L - x)/b]$, because $\cos (\pi/2 - \alpha) = \sin \alpha$. Since $n = n_0 / w^2$, the density follows. The condition $w = 1$ at $x = 0$ gives the equation for $k$. In the stated interval the cosine falls from one to zero while $k$ rises from zero, so there is one solution. $\square$

To compare with the half-space, define $z = k (x + b) / b$. The ideal density is $n_0 b^2 / (x + b)^2 = k^2 n_0 / z^2$. Equation (6) gives $k w = \sin (k x / b + \arcsin k) = \sin (z + \delta)$ with $\delta = \arcsin k - k$, so the finite layer has $n = k^2 n_0 / \sin^2 (z + \delta)$. The ratio of the two densities is

$$\frac{n}{n_{\text{ideal}}} = \frac{z^2}{\sin^2 (z + \delta)} . \qquad (8)$$

For a thick layer, $L \gg b$, the number $k$ is small and $\delta \approx k^3 / 6$ is negligible except close to the contact. The condition $\pi/2 = k L / b + \arcsin k$ then becomes $k \approx \pi b / [2 (L + b)]$, and $z \approx \pi (x + b) / [2 (L + b)]$. At the surface $z = \pi / 2$ and the ratio is $\pi^2 / 4 = 2.47$. Well inside the layer, $\sin^2 z \approx z^2 (1 - z^2 / 3)$ gives a ratio of about $1 + z^2 / 3$.

For any layer thicker than a few $b$ the density at the surface is thus about two and a half times the ideal one, and greater thickness does not reduce the factor. For thinner layers it is smaller, $2.18$ at $L = b$, and it tends to one as $L \to 0$. This is a mean-field value; in the last few nanometres a real free surface also repels a carrier through its dielectric image, which is left out here. The reason is that the half-space contains further carriers beyond $x = L$, which repel those at smaller depth towards the contact. Cutting the insulator off at $L$ removes this repulsion.

### Holes in an undoped diamond layer

The example is a diamond layer $1000$ nm thick at $300$ K, with holes supplied by a heavily boron-doped contact. Diamond suits the theorem because of its wide gap. With the rough value $5.5$ eV for the gap $E_g$, the intrinsic density $N_v \exp (-E_g / 2 k_B T)$, where $N_v$ is the effective density of valence-band states given below and the conduction band is assigned the same value, is of the order of $10^{-27}$ cm$^{-3}$, so carriers of the other sign play no part. The relative permittivity is taken as $5.7$, also a rough value, and the contact density as $n_0 = 10^{16}$ cm$^{-3}$, a round choice.

With $k_B T = 0.02585$ eV and $\varepsilon = 5.7\, \varepsilon_0 = 5.047 \times 10^{-11}$ F/m, the Debye length follows from

$$L_D^2 = \frac{(5.047 \times 10^{-11}\ \text{F/m}) (0.02585\ \text{V})}{(1.602 \times 10^{-19}\ \text{C}) (10^{22}\ \text{m}^{-3})} = 8.14 \times 10^{-16}\ \text{m}^2 ,$$

where one factor $e$ has turned the thermal energy into a voltage. Hence $L_D = 28.5$ nm and $b = 40.4$ nm. The ideal profile, taken over the whole half-space, holds $n_0 b = 4.0 \times 10^{10}$ holes per cm$^2$. The field at the contact is $2 \times 0.02585$ V divided by $40.4$ nm, or $0.0128$ MV/cm.

At a depth of $100$ nm, $1 + x/b = 3.48$. The density is $10^{16} / 3.48^2 = 8.3 \times 10^{14}$ cm$^{-3}$, and the potential energy is $2 \times 0.02585 \times \ln 3.48 = 0.064$ eV. The table gives the same quantities at other depths. Its last two columns give the density relative to the ideal one, first for the finite layer and then for the finite layer with charged donors, which are treated below.

| $x$ (nm) | ideal $n$ (cm$^{-3}$) | $U$ (eV) | finite | with donors |
|---|---|---|---|---|
| 10 | $6.4 \times 10^{15}$ | 0.011 | 1.001 | 0.999 |
| 40 | $2.5 \times 10^{15}$ | 0.036 | 1.004 | 0.998 |
| 100 | $8.3 \times 10^{14}$ | 0.064 | 1.015 | 0.997 |
| 300 | $1.4 \times 10^{14}$ | 0.110 | 1.093 | 1.023 |
| 1000 | $1.5 \times 10^{13}$ | 0.168 | 2.47 | 2.07 |

The finite thickness matters little in the first $100$ nm. There $z = \pi \times 140.4 / (2 \times 1040.4) = 0.212$, and $z^2 / 3 = 0.015$ reproduces the entry in the table.

In the ideal profile the contact density is nearly forgotten at the far side. If $n_0$ is raised a hundredfold at fixed temperature and permittivity, $b$ falls to $4.04$ nm. The ideal density at $1000$ nm then rises by the factor $(1040.4 / 1004.0)^2 = 1.074$, or by 7%.

For the grid, a change in density of one tenth per step needs a spacing of $0.1 \times 40.4 / 2 = 2.0$ nm at the contact. At a depth of $300$ nm the same rule allows $17$ nm. The rule rests on the ideal profile; where fixed charge makes the density fall faster, as with the higher nitrogen content discussed at the end, the grid must be finer.

### Residual charged donors

Even pure diamond contains some nitrogen, which acts as a deep donor. Let there be $10^{13}$ donors per cm$^3$, each with charge $+e$. Their density relative to $n_0$ is $\nu = 10^{-3}$, and Poisson's equation becomes

$$\frac{d^2 u}{ds^2} = -e^{-u} - \nu . \qquad (9)$$

The donor charge has the sign of the holes, so it repels them and lowers their density in the interior. Equation (9) was solved numerically by starting at the free surface with zero field and a trial value of $u$, integrating towards the contact until $u = 0$, and adjusting the trial value until the distance covered was $L$. The column "finite" was obtained in the same way with $\nu = 0$.

The donors lower the density at every depth listed. At $1000$ nm the reduction is from $2.47$ to $2.07$ times the ideal value, or 16%. Up to $100$ nm the donors outweigh the finite thickness and the density lies slightly below the ideal one; at $300$ nm the finite thickness has become the stronger effect.

The reduction is smaller than the donors alone would cause. Let $\delta u$ be the change in $u$ due to the donors. If the holes stayed in place, $\delta u$ would obey $d^2 \delta u / ds^2 = -\nu$, with $\delta u = 0$ at the contact and zero slope at $s = \ell = L / L_D$. The solution is $\nu (\ell s - s^2 / 2)$. At the surface it equals $\nu \ell^2 / 2$, which is $0.61$ for $\ell = 35.0$. The computed change is $\ln (2.467 / 2.075) = 0.17$. The difference comes from the response of the holes. Expanding (9) to first order in $\delta u$ gives

$$\frac{d^2 \delta u}{ds^2} = e^{-u} \delta u - \nu ,$$

and for positive $\delta u$ the first term on the right opposes the second. Where the hole density falls, positive charge is removed, and this offsets part of the donor charge.

The donors were taken as fully ionised. A donor is empty, and so positive, if its level lies well above the Fermi level. The contact density fixes the distance between the Fermi level and the valence-band edge at the contact as

$$\Phi = k_B T \ln \frac{N_v}{n_0} , \qquad N_v = 2 \left( \frac{m k_B T}{2 \pi \hbar^2} \right)^{3/2} .$$

A rough density-of-states mass of $0.8$ electron masses gives $N_v = 1.8 \times 10^{19}$ cm$^{-3}$ and $\Phi = 0.19$ eV. At the free surface, where the hole density is lower, the distance has grown to $0.34$ eV. The nitrogen level, roughly $1.7$ eV below the conduction band, is $3.8$ eV above the valence band, so the assumption holds by a wide margin.

### Degeneracy, quantum smoothing and breakdown

Three further effects are small for these numbers. They are sized at the contact, where the density, its gradient and the field are largest.

*Degeneracy.* For a parabolic band the Fermi distribution, expanded for low filling, gives $n = N_v (\zeta - \zeta^2 / 2^{3/2})$ to second order. Here $\zeta = \exp (-\Delta / k_B T)$, where $\Delta$ is the local distance from the valence-band edge up to the Fermi level. This distance grows by $U$ with depth, so $\zeta = \zeta_0 e^{-u}$ with $\zeta_0$ the value at the contact. Multiplying Poisson's equation by $u_s$ and integrating from the contact to infinity, as in Lemma 3, gives $\frac{1}{2} u_s(0)^2 = n_0^{-1} \int_0^\infty n\, du$. The integral is $N_v (\zeta_0 - \zeta_0^2 / 2^{5/2})$, because $\int_0^\infty e^{-2u} du = 1/2$. Dividing by $n_0 = N_v (\zeta_0 - \zeta_0^2 / 2^{3/2})$ and keeping the first order in $\zeta_0$,

$$\tfrac{1}{2} u_s(0)^2 \approx 1 + \zeta_0 \left( 2^{-3/2} - 2^{-5/2} \right) = 1 + \frac{\zeta_0}{2^{5/2}} .$$

The square root halves the correction, so the contact field rises by the fraction $\zeta_0 / 2^{7/2}$. With $\zeta_0 \approx n_0 / N_v = 5.6 \times 10^{-4}$ this is 0.005%.

*Quantum smoothing.* A wave that varies over the length $b$ carries a kinetic energy of the order of $\hbar^2 / (m b^2)$. One third of this, taken as a measure, is $8 \times 10^{-4}\, k_B T$. The exact prefactor is of no importance at this size. The estimate applies to the ideal profile only. Within a few nanometres of a conducting contact, where the image attraction treated below acts over a distance comparable with the thermal wavelength of about $5$ nm, quantum effects are not small.

*Breakdown.* The contact field is about a thousandth of the breakdown field of diamond, taken roughly as $10$ MV/cm.

### Where the mean field becomes doubtful

The theorem treats the holes as a smooth charge. Two holes at distance $r$ have the interaction energy $k_B T\, \lambda / r$, with the Coulomb length

$$\lambda = \frac{e^2}{4 \pi \varepsilon k_B T} = 9.8\ \text{nm} .$$

At depth $x$ the density varies over a length of the order of $x + b$, so $\lambda / (x + b)$ measures how strongly individual holes feel one another on that scale. The same ratio governs their number. By (1), $n_0 b^2 = 1 / (2 \pi \lambda)$, and a cube of side $x + b$ with the local density contains

$$n (x + b)^3 = n_0 b^2 (x + b) = \frac{x + b}{2 \pi \lambda}$$

holes. The mean field is a good description when $\lambda / (x + b)$ is small. At the contact the ratio is $0.24$, which is not very small, and the cube holds less than one hole. The density in the first tens of nanometres may therefore differ noticeably from the ideal profile, by an amount that has not been computed here. With increasing depth the ratio falls and the description improves.

A related effect is the attraction of a hole by its own image. If the contact is treated as a perfect conductor, a hole at depth $x$ has an image of opposite charge at distance $2x$. The energy is half of that between two real charges at this distance, because the image moves with the hole. This gives $-k_B T\, \lambda / (4x)$, which equals $-k_B T$ at $x = 2.4$ nm and is $0.06\, k_B T$ in magnitude at $x = b$. The image force, of magnitude $k_B T\, \lambda / (4 x^2)$, exceeds the mean-field force $2 k_B T / (x + b)$ up to a depth of about $8$ nm. The value $n_0$ is best understood as the density just outside this region.

By the restart property of the first half, an error confined to a region near the contact changes the profile farther in through the constant $b'$ alone, as long as the assumptions hold there. The image energy and the ratio $\lambda / (x + b)$ are not strictly confined, since they fall only inversely with depth, so a single constant $b'$ is an approximation here. Far from the contact, for $x$ much larger than both $b'$ and $\lambda$, these errors become unimportant, but they fade slowly. If the density at $8$ nm is held at its mean-field value and the unscreened image energy is added beyond that depth, the density is lower by about 10% at $100$ nm, 5% at $300$ nm and 2% at $1000$ nm.

### Operation at 500 K

Let the temperature rise to $500$ K while the distance $\Phi$, the mass and the permittivity are held fixed. The contact density $N_v e^{-\Phi / k_B T}$ grows from $10^{16}$ to $4.3 \times 10^{17}$ cm$^{-3}$, by a factor of 43, and $b$ shrinks to $7.9$ nm. The ideal density at $1000$ nm rises from $1.5 \times 10^{13}$ to $2.7 \times 10^{13}$ cm$^{-3}$, a factor of $1.8$. Most of this is the factor $500 / 300 = 1.67$ of the far law, which is proportional to $T$. The remainder comes from the smaller $b$.

Degeneracy is still slight, with a change of 0.1% in the contact field. The ratio $\lambda / b$, however, has risen to $0.74$. In this example it is the mean-field assumption that suffers most at the contact when the device runs hot.

### The model beside real diamond layers

The permittivity, gap and mass used here are rough values for real diamond, but the purity is optimistic. One nitrogen atom per billion carbon atoms is roughly $2 \times 10^{14}$ cm$^{-3}$, twenty times the donor density of the example. Over $1000$ nm this amounts to $2 \times 10^{10}$ charges per cm$^2$, half of all the holes in the ideal profile. Beyond $100$ nm the ideal profile holds $n_0 b^2 / (x + b) = 1.2 \times 10^{10}$ holes per cm$^2$, against $1.8 \times 10^{10}$ donors, so the holes can no longer offset the donor charge. The law already fails at this depth, where the density is only about half the ideal one, and it fails more strongly farther in. Residual boron, whose level lies roughly $0.4$ eV above the valence band, would carry charge of the opposite sign near the free surface. A trace of it would be charged to less than about ten per cent (for a degeneracy factor of four, the figure depending on the exact level) with the donor density of the example, but almost fully with the higher nitrogen content; it has been left out. So has charge on the free surface. The ideal number of holes beyond $1000$ nm is only $1.6 \times 10^9$ per cm$^2$, and a surface charge of that size is enough to change the density near the surface substantially. For a real layer the ideal profile is thus a description of the region near the contact, valid while the depth is small compared with the thickness and the fixed charge farther in is small compared with $n_0 b^2 / (x + b)$, and subject to the mean-field reservation above. With $2 \times 10^{14}$ donors per cm$^3$ the two charges are equal at about $45$ nm, where the density is already a quarter below the ideal one.
